The Wigner–Eckart theorem by recursion and by group averaging

Setting. Units have ħ = 1. A multiplet |j m⟩, m = −j, …, j, is standard if J_z|j m⟩ = m|j m⟩ and

J_±|j m⟩ = a_±(j,m)|j, m±1⟩,  a_±(j,m) = √(j(j+1) − m(m±1)).

Within the range of m, a_+ vanishes only at m = j and a_− only at m = −j. The matrices of J_z, J_± in this basis are written J^(j). A rotation by θ about the unit vector n is U = exp(−iθ n·J), and U|j m⟩ = Σ_μ |j μ⟩ D^j_{μm} with D^j = exp(−iθ n·J^(j)). These rotations form SU(2), so half-odd j and k are allowed. The operators T_q, q = −k, …, k, form a tensor operator of rank k if

[J_z, T_q] = q T_q,  [J_±, T_q] = a_±(k,q) T_{q±1}.  (1)

For two standard multiplets of the same J, with any further labels α, α′, define

M(m,q;m′) = ⟨α′ j′ m′|T_q|α j m⟩.

In the product space of spins j and k, with J = J₁ + J₂, the Clebsch–Gordan coefficients are C(m,q;m′) = ⟨m q|j′ m′⟩.

(a) Show that (1) is equivalent to a law for U T_q U†, and find the law.

Solution. Equation (1) says [X, T_q] = Σ_ν T_ν X^(k)_{νq} for X = J_z, J_+, J_−, and by linearity for X = n·J. Let T_q(θ) = U T_q U†. Since U commutes with n·J,

dT_q(θ)/dθ = −i U [n·J, T_q] U† = −i Σ_ν T_ν(θ) (n·J^(k))_{νq}.

This linear system with constant coefficients has the unique solution

U T_q U† = Σ_ν T_ν D^k_{νq}.  (2)

Conversely, the derivative of (2) at θ = 0 for n along x, y and z, combined as J_± = J_x ± iJ_y, returns (1).

(b) Find the linear equations that (1) imposes on M, and those obeyed by C.

Solution. Take (1) between ⟨j′ m′| and |j m⟩. The J_z commutator gives

(m′ − m − q) M(m,q;m′) = 0.  (3)

Because J_±† = J_∓ and the a are real, ⟨j′ m′|J_± = a_∓(j′,m′)⟨j′, m′∓1|. The term T_q J_± moves to the right side:

a_∓(j′,m′) M(m,q;m′∓1) = a_±(j,m) M(m±1,q;m′) + a_±(k,q) M(m,q±1;m′).  (4)

For C, evaluate ⟨m q|J_∓|j′ m′⟩ twice. Acting to the right gives a_∓(j′,m′) C(m,q;m′∓1). Acting to the left, ⟨m q|J_∓ is the adjoint of (J₁± + J₂±)|m q⟩, which gives a_±(j,m) C(m±1,q;m′) + a_±(k,q) C(m,q±1;m′). This is (4) with C for M, and J_z = J₁z + J₂z gives (3).

(c) Count the independent solutions of (3) and (4), and deduce the form of M.

Solution. If j + k − j′ is not an integer, m′ = m + q never holds and (3) gives M = 0. Otherwise take the lower sign of (4) at m′ = j′, where a_+(j′,j′) = 0. With x_m = M(m, j′−m; j′) and q = j′ + 1 − m,

a_−(j,m) x_{m−1} + a_−(k,q) x_m = 0,  (5)

one equation for each m with |m| ≤ j and |q| ≤ k.

For j′ > j + k no x_m exists.

For |j−k| ≤ j′ ≤ j+k, the conditions |m| ≤ j and |j′−m| ≤ k allow unknowns from m = j′ − k (which is ≥ −j) to m = j (which is ≤ j′ + k). Equations run from m = j′ − k + 1 to j, one fewer. In each, m > −j and q ≥ j′ + 1 − j > −k, so both coefficients are nonzero. Each x_{m−1} follows from x_m, and x_j is the one free constant.

For j′ < j − k, unknowns run from j′ − k to j′ + k. The equation with q = −k, m = j′ + k + 1 ≤ j has a_−(k,−k) = 0 and forces x_{j′+k} = 0, after which (5) gives zero all the way down. For j′ < k − j, unknowns run from −j to j. The equation with m = −j, q = j′ + j + 1 ≤ k forces x_{−j} = 0, and (5) gives zero all the way up.

The upper sign of (4) gives row m′ − 1 from row m′ on dividing by a_−(j′,m′), nonzero for m′ > −j′. The top row therefore fixes the whole array, and there is at most one independent solution.

Inside the triangle one exists. For φ = Σ x_m|m, j′−m⟩ the left side of (5) is ⟨m q|J_+|φ⟩, so J_+φ = 0, and J² = J_−J_+ + J_z² + J_z gives J²φ = j′(j′+1)φ. Normalizing φ with x_j > 0 (the Condon–Shortley choice) and lowering yields a standard multiplet with real components, which are C. Any M has top row λ times that of C, hence M = λC in every row. Writing λ = R/√(2j′+1),

⟨α′ j′ m′|T_q|α j m⟩ = C(m,q;m′) R/√(2j′+1),  (6)

with the reduced element R = ⟨α′ j′‖T‖α j⟩ independent of m, q, m′, and M = 0 outside the triangle. The single free constant in (5) also says that the product space holds exactly one state of spin j′ with projection j′: the multiplicity of j′ in j ⊗ k is one.

For k = 0, (6) says that a scalar connects only j′ = j, m′ = m, with a value independent of m. The theorem does not promise R ≠ 0: the angular integral of z/r between two p orbitals satisfies the triangle rule but vanishes, being odd under inversion.

(d) Solve (5) for j = j′ = 3/2, k = 2, and find how C(m,0;m) depends on m for k = 2, j′ = j.

Solution. At m = 3/2, q = 1: √3 x_{1/2} = −√6 x_{3/2}. At m = 1/2, q = 2: 2x_{−1/2} = −2x_{1/2}. The ratios are 1 : −√2 : √2, the squared norm is 1 + 2 + 2 = 5, and the top row is 0.447214, −0.632456, 0.632456. The upper sign of (4) at m′ = 3/2, m = 1/2, q = 0 gives

C(½,0;½) = [√3·(1/√5) + √6·(−√2/√5)]/√3 = (1 − 2)/√5 = −0.447214.

For general j, use (6) on a tensor built from J. By the Jacobi identity the maps A → [J_i, A] obey the angular momentum algebra. The operator J_+² has [J_+, J_+²] = 0 and [J_z, J_+²] = 2J_+², so it is a top state, and lowering it gives a rank-2 tensor. With [J_−, J_+] = −2J_z, [J_−, J_z] = J_− and J_+J_− + J_−J_+ = 2(J² − J_z²),

[J_−, J_+²] = −2(J_zJ_+ + J_+J_z),
[J_−, J_zJ_+ + J_+J_z] = J_−J_+ + J_+J_− − 4J_z² = −2(3J_z² − J²),
[J_−, 3J_z² − J²] = 3(J_−J_z + J_zJ_−).

For j ≥ 1, J_+² is nonzero in the multiplet, so its R is nonzero and

C(m,0;m) ∝ 3m² − j(j+1).  (7)

For j = 3/2 this is 3, −3, −3, 3. The elements of the q = ±1 components contain the factor m + m′, so they vanish between m = ½ and −½. Of the 4·5·4 = 80 elements of any rank-2 tensor in this multiplet, (3) allows 4 + 2·3 + 2·2, and these two zeros leave 12.

(e) Derive the form of M from (2) by averaging over the group, and identify the number of free constants.

Solution. The argument holds for any compact or finite group with unitary irreducible matrices D^j of dimension d_j and an invariant average ∫dg, normalized to 1. For SU(2), which is the unit 3-sphere on which group multiplication acts as a rotation, this is the uniform measure.

Write T_q = U†(U T_q U†)U and use (2), with ⟨j′ m′|U† = Σ D^{j′*}_{μ′m′}⟨j′ μ′|. The left side does not depend on g, so the equation may be averaged:

M(m,q;m′) = Σ_{μνμ′} M(μ,ν;μ′) ∫dg D^{j′*}_{μ′m′} D^k_{νq} D^j_{μm}.  (8)

Two facts evaluate the integral. The first is orthogonality. For any matrix X, B = ∫dg D^J(g) X D^{j′}(g)† obeys D^J(h)B = B D^{j′}(h), by the shift g → hg. The kernel and image of B are then invariant subspaces, so by irreducibility B is zero or invertible. (For SU(2), an invariant subspace contains a J_z eigenstate, and the ladder operators reach all others.) For inequivalent J, j′, B = 0. For J = j′, B − λ with λ an eigenvalue of B has the same property and is not invertible, so B = λ·1, and the trace gives λ = tr X/d_{j′}. Choosing X with a single entry 1 at (N′, m′),

∫dg D^{j′*}_{μ′m′} D^J_{NN′} = δ_{Jj′} δ_{Nμ′} δ_{N′m′}/d_{j′}.  (9)

The second is reduction. The product representation is unitary, so the orthogonal complement of an invariant subspace is invariant, and the space splits into orthonormal multiplets |ρ J N⟩, where ρ = 1, …, n_J counts repeats. Inserting this basis on both sides of ⟨μ ν|U|m q⟩, with C_ρJ(m,q;N) = ⟨m q|ρ J N⟩,

D^j_{μm} D^k_{νq} = Σ_{ρJNN′} C_ρJ(μ,ν;N) D^J_{NN′} C*_ρJ(m,q;N′).

Putting this in (8), (9) keeps only J = j′:

M(m,q;m′) = Σ_{ρ=1}^{n} C*_ρ(m,q;m′) R_ρ/√d_{j′},
R_ρ = (1/√d_{j′}) Σ_{μνμ′} C_ρ(μ,ν;μ′) M(μ,ν;μ′).  (10)

There are n = n_{j′} reduced elements. To find n, set μ = m, ν = q, μ′ = m′ in the integral of (8) and sum. The D give characters χ = tr D, while each ρ gives Σ|C_ρ|²/d_{j′} = 1:

n = ∫dg χ^{j′*} χ^k χ^j.  (11)

For SU(2), a rotation by ω has χ^j = Σ_m e^{−imω} = sin((j+½)ω)/sin(ω/2), a geometric sum. Take j ≥ k, since the product is symmetric. Pairing q with −q,

sin((j+½)ω) Σ_q e^{−iqω} = Σ_q sin((j+½)ω) cos(qω) = Σ_q sin((j+q+½)ω),

so χ^jχ^k = Σ χ^J with J = j − k, …, j + k, each once. The trace of (9) is ∫χ^{j′*}χ^J = δ_{Jj′}, so n = 1 inside the triangle and 0 outside, without use of (5). With real C and d_{j′} = 2j′+1, (10) is (6).

(f) Decide whether the single-term form (6) holds when the states and the operators all transform as the vector (x, y, z), first under the tetrahedral rotation group T and then under the octahedral rotation group O.

Solution. T consists of the cyclic permutations of x, y, z combined with sign matrices diag(s₁,s₂,s₃) of product +1. The trace of a rotation matrix is 1 + 2cos ω: 3 for the identity, −1 for the three 180° rotations, 0 for the eight 120° rotations. The average of χ² is the sum of squared multiplicities by (9), and (9 + 3)/12 = 1 shows that the triplet is irreducible. From (11),

n = (27 − 3 + 0)/12 = 2.

Both solutions can be displayed on p states |x⟩, |y⟩, |z⟩. Law (2) says that the array ⟨a|T_i|b⟩ is unchanged when all three indices are rotated. One such array is ⟨a|L_i|b⟩ = −iε_{iab}, invariant under every rotation. For the other, (L_yL_z)_{ab} = −Σ_c ε_{yac}ε_{zcb} needs c = x, a = z, b = y and equals −1 there. Its Hermitian adjoint L_zL_y supplies the transposed entry, so N_x = −(L_yL_z + L_zL_y) and its cyclic partners have ⟨a|N_i|b⟩ = |ε_{iab}|. This array is unchanged by permutations and is multiplied by s₁s₂s₃ = 1 under the signs. The ratio ⟨y|T_x|z⟩/⟨z|T_x|y⟩ is −1 for L and +1 for N, and αL + βN has the ratio (β − iα)/(β + iα), which takes any phase for real α, β (Hermitian components) and any complex value for complex α, β. Symmetry fixes M only up to two constants.

O adds six 90° rotations (χ = 1) and six 180° rotations (χ = −1), giving n = (27 − 3 + 6 − 6)/24 = 1. These elements are odd permutations with s₁s₂s₃ = −1, which reverse |ε_{iab}|, so N is no longer a vector operator and only ε survives. Multiplicity one is thus needed for the single-term form; the sum (10) holds without it.

(g) Model the ²D ground term of Sc as one 3d electron (l = 2, s = ½) outside closed shells, with a spin–orbit term ∝ L·S that puts J = 5/2 an energy Δ above J = 3/2, ignoring nuclear spin and the diamagnetic term. For H_Z = μ_B B (L_z + g_s S_z), g_s = 2.00231930, B = 1.0 T, μ_B B = 57.8838 μeV, find the first- and second-order shifts. Find also the expectation values of C²₀ = (3cos²θ − 1)/2.

Solution. A vector operator V has V₀ = V_z, V_{±1} = ∓(V_x ± iV_y)/√2. For V = J, [J_+, J_z] = −J_+ = √2 J_{+1} confirms the sign in (1).

States. |5/2, 5/2⟩ = |2↑⟩, and lowering gives |5/2, 3/2⟩ = (2|1↑⟩ + |2↓⟩)/√5. Equation (5) for l ⊗ s with j′ = 3/2 reads 2x₁ + x₂ = 0, so |3/2, 3/2⟩ = (2|2↓⟩ − |1↑⟩)/√5.

First order. By (6), L + g_sS and J have proportional elements inside one multiplet, with ratio g_J, and one element fixes it. Use L_z + g_sS_z = J_z + (g_s − 1)S_z at M = J. For J = 5/2, ⟨S_z⟩ = ½; for J = 3/2, ⟨S_z⟩ = (4(−½) + ½)/5 = −3/10. Dividing by J,

g_{5/2} = 1 + (g_s − 1)/5 = 1.200464,  g_{3/2} = 1 − (g_s − 1)/5 = 0.799536.

The first-order shifts are g_J μ_B B M, and at this order adjacent levels are spaced by

J = 3/2: 0.799536 × 57.8838 μeV = 46.28 μeV (11.19 GHz),
J = 5/2: 1.200464 × 57.8838 μeV = 69.49 μeV (16.80 GHz).

These digits belong to the model, which omits relativistic and configuration-mixing corrections to g_J. It also omits the hyperfine coupling to the I = 7/2 nucleus of ⁴⁵Sc, which in the real atom at 1 T spreads the J = 3/2 transitions over roughly ±1 GHz about 11.19 GHz and the J = 5/2 transitions over roughly ±0.4 GHz about 16.80 GHz. For the reduced elements, (5) with k = 1, j′ = j gives √(2j) x_{j−1} = −√2 x_j, so C(j,0;j) = √(j/(j+1)), and (6) with M = j gives ⟨j‖J‖j⟩ = √(j(j+1)(2j+1)). For J = 3/2 this is 3.872983, and ⟨3/2‖L + g_sS‖3/2⟩ = 0.799536 × 3.872983 = 3.096590.

Second order. J_z does not connect the multiplets, and

⟨5/2, 3/2|S_z|3/2, 3/2⟩ = [2(−1)(½) + (1)(2)(−½)]/5 = −2/5,

so the element of L_z + g_sS_z is −(2/5)(g_s − 1) = −0.400928. The coefficients for j = 3/2, k = 1, j′ = 5/2 come from lowering |m q⟩ = |3/2, 1⟩. One step gives (√3|½,1⟩ + √2|3/2,0⟩)/√5, so C(3/2,0;3/2) = √(2/5) = 0.632456. In the next step |½,0⟩ receives √3·√2 from each term, and a_−(5/2,3/2) = √8, so C(½,0;½) = 2√6/√40 = 0.774597. Then

R = −0.400928 × √6/0.632456 = −1.552786,
⟨5/2, ½|L_z + g_sS_z|3/2, ½⟩ = 0.774597 × (−1.552786)/√6 = −0.491034.

H_Z conserves M, so each J = 3/2 state mixes with one J = 5/2 state. Second-order perturbation theory lowers it by the squared element over Δ:

M = 3/2: −0.1607 (μ_B B)²/Δ,  M = ½: −0.2411 (μ_B B)²/Δ,

and raises the partner equally. The squared element is the same for −M, and the states M = ±5/2 have no partner and no second-order shift. The expansion needs μ_B B ≪ Δ. For Sc, Δ is roughly 20 meV, a few hundred times μ_B B at 1 T, so these shifts change the first-order spacings above by up to a few hundredths of a μeV, in their last quoted digit. When the two become comparable, the eigenstates with |M| ≤ 3/2 are appreciable mixtures of J = 3/2 and J = 5/2, but (6) still gives the matrix of H_Z in the |J M⟩ basis.

Quadrupole. The functions C²_q = √(4π/5) Y_{2q} obey (1) under L, because L is a first-order differential operator and [L_i, f] = (L_i f). They commute with S, so they obey (1) under J as well. With x = cos θ and |Y₂₂|² ∝ (1 − x²)²,

⟨x²⟩ = (2/3 − 4/5 + 2/7)/(2 − 4/3 + 2/5) = (16/105)/(16/15) = 1/7,

so ⟨C²₀⟩ = −2/7 for m_l = 2. By (7), 3m_l² − 6 is 6 and −3 for m_l = 2 and 1, so m_l = 1 gives +1/7. For J = 3/2, M = 3/2,

⟨C²₀⟩ = (4/5)(−2/7) + (1/5)(1/7) = −0.200000,

hence +0.200000 at M = ±½ and R = −0.200000 × 2/0.447214 = −0.894427. For J = 5/2 the top state is |2↑⟩ with −0.285714, and (7) gives 10 : −2 : −8, so |M| = 3/2 and ½ have 0.057143 and 0.228571. Multiplied by the radial ⟨r²⟩, these are the elements of r²C²₀. A negative value means that the electron density is flattened toward the xy plane.

(h) Suppose the opposite sign is taken for V_{+1} alone. For L + g_sS in the J = 3/2 multiplet, measure how far the array is from a multiple of C.

Solution. The correct array is proportional to that of J_q. The squared norm of the q = +1 slice is tr(J_−J_+)/2 = tr(J² − J_z² − J_z)/2 = tr J_z², because tr J_z = 0 and rotation invariance gives tr J² = 3 tr J_z². The q = −1 slice gives the same value by the same steps, and q = 0 gives tr J_z² directly. The three slices carry equal weight, so the cosine between the altered array and C is (−1 + 1 + 1)/3 = 1/3. The best multiple of C leaves a residual of √(1 − 1/9) = 0.9428 relative to the norm of the array. The altered components violate (1), so (4) does not apply to them. Within one multiplet, m-dependent phase changes of the standard states also spoil (4) for a nonzero vector operator: they leave the q = 0 elements unchanged but alter at least some of those with q = ±1.

Numbers in the example were calculated in double precision.
